Weakest-link area scaling of Weibull lifetimes in interlayer dielectrics, part 2

The problem is to project the life of a chip from breakdown data on a small comb structure. The dielectric between parallel metal lines has facing sidewall area A and is divided into N = A/a segments of area a. The segments are taken as independent and statistically identical, with Weibull lifetimes, and the structure fails at the first breakdown of any segment.

T is a random lifetime and t the time under stress. S(t) is the probability that T exceeds t, F = 1 − S is the failed fraction, and H = −ln S is the cumulative hazard. The characteristic life η is the time at which H = 1, and β is the Weibull shape of one segment. The subscript a refers to a segment and N to a structure of N segments. Γ is the gamma function, and the mean life is ηΓ(1 + 1/β). The time by which a fraction p has failed is t_p. A Weibull plot shows W = ln H against ln t.

The earlier results needed here are

η(A₂) = η(A₁) (A₂/A₁)^(−1/β),   (1)

H_a(t) = (t/η_a)^β,   (4)

S_N(t) = [S_a(t)]^N,   (6)

F_N = Σ C(N,k) F_a^k (1 − F_a)^(N−k),   k = 1, …, N,   (7)

η_N = η_a N^(−1/β),   (10)

W₂(t) − W₁(t) = ln(A₂/A₁),   (13)

t_p = η [−ln(1 − p)]^(1/β).   (15)

Equation (7) is the binomial sum, with C(N,k) = N!/[k!(N−k)!]. Equation (6) also gives H_N(t) = N H_a(t).

In the example, the comb (subscript test) and the chip are held at the same field and temperature and have a line height of 0.10 µm. Their areas are A_test = 1.0×10³ µm² and A_chip = 1.0×10⁷ µm², so the area ratio is R = A_chip/A_test = 10⁴. Lives are in hours (h). With β = 1.60, the exponent is −1/β = −0.625, and the life factor is

R^(−1/β) = (10⁴)^(−0.625) = 10^(−2.5) = 3.162×10⁻³.

The comb has a characteristic life of 1.0×10⁹ h. A life of this length, about 10⁵ years, cannot be observed directly; it stands for a result of accelerated stress already converted to the service field and temperature. The chip therefore has

η_chip = (1.0×10⁹ h)(3.162×10⁻³) = 3.16×10⁶ h,

or 361 years. Since Γ(1 + 1/β) = 0.8966, its mean life is

(3.162×10⁶ h)(0.8966) = 2.84×10⁶ h.

Neither number is a suitable statement of reliability for a product that may have very few failures. Let the permitted failed fraction be p = 10⁻⁴. For such a small p, −ln(1 − p) is close to p, and

t_p ≈ (3.162×10⁶ h)(10⁻⁴)^0.625
= (3.162×10⁶ h)(3.162×10⁻³)
= 1.00×10⁴ h.

This is 1.14 years. The same factor, 3.162×10⁻³, appears twice because p was chosen equal to 1/R.

Now take a service time of 87 600 h. The cumulative hazard of the comb is

H_test = (87 600 h/1.0×10⁹ h)^1.6 = 3.221×10⁻⁷.

Its failed fraction is the same to the digits shown. For the chip,

H_chip = R H_test = 10⁴ × 3.221×10⁻⁷ = 3.221×10⁻³,
F_chip = 1 − exp(−3.221×10⁻³) = 3.216×10⁻³.

The chip exceeds the permitted fraction by a factor of about 32, although its characteristic life is much longer than the service time. The Weibull line of the chip lies above that of the comb by ln(10⁴) = 9.2103.

Characteristic lives obtained by solving the binomial sum for several shapes and segment numbers agree with the power law to a relative error of 8.9×10⁻¹² or better. In a simulation of 40 000 structures at each of several sizes, the fitted area exponent is −0.6261, against −0.6250 from the law. The simulated structures with 64 segments have a shape of 1.607, against 1.60. These differences are within the statistical tolerances of the tests. The complete values are in the numerical output.

2.3 Sensitivity to the shape, and evaluation at small F

Keep η_test and R fixed and write

ln η_chip = ln η_test − (ln R)/β.

Differentiation with respect to β gives

d ln η_chip/dβ = (ln R)/β²,   (17)

because the derivative of −1/β is +1/β². In the example the right side is 9.2103/1.60² = 3.60. A relative error of 1 % in β, or 0.016, changes ln η_chip by about 0.058, which is a relative change of about 6 % in the life. For R > 1, a shape that is too small gives a life that is too short.

The time to a small failed fraction is more sensitive still. For p ≪ 1,

ln t_p ≈ ln η_test − (1/β) ln R + (1/β) ln p
= ln η_test − (1/β) ln(R/p).

Extrapolation to a larger area and extrapolation to a smaller failed fraction thus combine into a single factor R/p. In the example R/p = 10⁸, so the sensitivity of ln t_p to β is twice that of ln η_chip.

In floating-point arithmetic, the failed fraction should not be calculated by subtracting a survival probability close to 1 from 1. It is better to calculate H = (t/η)^β first and then F = −expm1(−H), where expm1(x) denotes exp(x) − 1 evaluated without loss of digits at small x. In the other direction, −ln(1 − p) should be evaluated as −log1p(−p), where log1p(x) denotes ln(1 + x) evaluated in the same careful way.

2.4 If the segments are not Weibull

Independence and identical segments still give H_N = N H_a. The characteristic life is fixed by

N H_a(η_N) = 1.

Take the logarithm:

ln N + ln H_a(η_N) = 0.

Treat N as a continuous variable and differentiate with respect to ln N. The chain rule gives

1 + q(η_N) (d ln η_N/d ln N) = 0,

where

q(t) = d ln H_a/d ln t   (18)

is the local slope of the segment's Weibull plot. Hence

d ln η_N/d ln N = −1/q(η_N).   (19)

The slope that matters is the one at the characteristic life of the large structure, where the segment has a cumulative hazard of 1/N. A power law with one exponent over a range of areas requires q to be constant over the corresponding range of times. Integrating equation (18) with constant q then gives H_a ∝ t^q, which is the Weibull form in that range.

Lognormal segments provide a contrast. Let ln t = σz, with time measured in units of the median life and σ the standard deviation of the logarithmic life. For σ = 0.80, the average exponent between N = 1 and N = 10 is −0.572. Between N = 1000 and N = 10 000 it is −0.218. A power law fitted to the small structures would predict too short a life for the large ones.

It can be derived that the exponent tends to zero for large N. Let φ(z) be the standard normal density and Φ(z) its integral from −∞ to z. Then F_a = Φ, and dH_a/dz = φ/(1 − Φ). Since d ln t = σ dz,

q = φ/[σ(1 − Φ)H_a].

For 0 < F < 1, the inequality −ln(1 − F) ≤ F/(1 − F) holds: both sides vanish at F = 0, and their derivatives are 1/(1 − F) and 1/(1 − F)², the second being the larger. It follows that (1 − Φ)H_a ≤ Φ, and hence q ≥ φ/(σΦ).

For z < 0, every u below z satisfies u/z ≥ 1. Therefore

Φ(z) = ∫_(−∞)^z φ(u) du ≤ (1/z) ∫_(−∞)^z u φ(u) du = φ(z)/|z|.

The last step uses dφ/du = −uφ, so the integral of uφ is −φ(z), and −1/z = 1/|z|. Combining the inequalities gives q ≥ |z|/σ. As N grows, η_N moves to earlier times and |z| increases without limit. The exponent −1/q then tends to zero. The life continues to fall with area, but more slowly than any fixed inverse power.

2.5 Segments with different characteristic lives

Suppose that the segments remain independent and have the same β, but that segment i has its own fixed characteristic life η_i. This could describe a known variation of line spacing within a structure. The product of the survival functions is

S_N(t) = exp[−Σ (t/η_i)^β] = exp[−t^β Σ η_i^(−β)],

where the sum runs over all N segments. The structure is still Weibull, with

η_N^(−β) = Σ η_i^(−β).   (20)

Write the sum as N times the average of η_i^(−β) over the segments, denoted B. Then

η_N = (N B)^(−1/β) = N^(−1/β) B^(−1/β).

The area law holds between two structures if B is the same in both. The average gives most weight to segments with short lives, so equal average values of η_i do not ensure equal B.

2.6 A life factor shared by a whole die

A different situation arises when the conditions vary from die to die. Let every segment on one die have its characteristic life multiplied by the same random factor X > 0. A die with a narrower line spacing, for example, has a smaller X. For a given value of X, the segments are independent. In the pooled population they are not: an early failure in one segment makes a small X more probable, and this raises the risk for its neighbours.

For given X,

S_N(t | X) = exp{−N [t/(Xη_a)]^β}.

Let E denote the average over dies. The pooled survival function is

S_N(t) = E{exp(−N [t/(Xη_a)]^β)}.

The factor N can be moved inside the power as before:

N [t/(Xη_a)]^β = [N^(1/β) t/(Xη_a)]^β.

This is the expression for one segment at time N^(1/β) t. Therefore

S_N(t) = S_1(N^(1/β) t).   (21)

If S_1 reaches a chosen survival probability at time τ, S_N reaches it at N^(−1/β) τ. Every pooled percentile still scales with the intrinsic β, provided that X has the same distribution for the structures compared. The pooled distribution itself is in general no longer Weibull, so equations (13) and (15) do not apply to it.

The pooled plot has a smaller slope. To show this, set u = t^β and λ = (Xη_a)^(−β). For one segment,

S_1 = E[exp(−λu)],   K(u) = −ln E[exp(−λu)].

Here K is the pooled cumulative hazard. Its first derivative is

K′(u) = E[λ exp(−λu)]/E[exp(−λu)].

This is an average of λ with the weight exp(−λu). Differentiating the quotient once more gives

K″(u) = −E[λ² exp(−λu)]/E[exp(−λu)] + [K′(u)]².

The right side is minus the variance of λ under the same weight, so K″ ≤ 0. A function that is curved downward lies on or below its tangent. Applying this to the tangent at u and evaluating it at zero gives

K(0) ≤ K(u) − uK′(u).

Since K(0) = 0, it follows that uK′(u) ≤ K(u). The local slope of the pooled Weibull plot is

d ln K/d ln t = β uK′(u)/K(u) ≤ β,   (22)

where the factor β comes from d ln u/d ln t = β. The inequality is strict for u > 0 if X really varies. The reduction is not uniform along the plot. If E[λ] is finite, K(u) ≈ E[λ]u for small u, and the local slope returns to β in the early tail. Equation (19) does not hold in general with this pooled slope, because the pooled segments do not satisfy S_N = S_1^N.

2.7 The spread and the resulting error

The additional spread can also be calculated. For one structure,

T = Xη_N Y^(1/β),

where Y is independent of X and has survival function exp(−y). To check this, note that for given X the condition T > t is equivalent to Y > [t/(Xη_N)]^β. Taking logarithms gives

ln T = ln X + ln η_N + (1/β) ln Y.

Since X and Y are independent, the variances add:

var(ln T) = var(ln X) + var(ln Y)/β².

The variance of ln Y follows from E(Y^s) = ∫₀^∞ y^s exp(−y) dy = Γ(1 + s). Because Y^s = exp(s ln Y), the second derivative of ln Γ(1 + s) at s = 0 is the variance of ln Y. The product representation of the gamma function gives

ln Γ(1 + s) = −γs + Σ [s/k − ln(1 + s/k)],   k = 1, 2, …,

with γ Euler's constant. Differentiating twice leaves Σ 1/(k + s)². At s = 0 this is Σ 1/k² = π²/6. Hence

var(ln T) = π²/(6β²) + var(ln X).   (23)

For β = 1.60 and a lognormal X with median 1 whose logarithm has standard deviation 0.50,

var(ln T) = 0.6426 + 0.2500 = 0.8926.

The simulated value is 0.8943. The line drawn on the Weibull plot through the 10 % and 90 % points has a slope of 1.325, although each die has β = 1.60.

Let the comb have a characteristic life of 1.0×10⁹ h on a die with X = 1. The pooled comb then has a characteristic life of 1.018×10⁹ h. For the chip, direct averaging gives 3.22×10⁶ h, in agreement with the exponent −0.625. Using the apparent shape instead gives

(1.018×10⁹ h)(10⁴)^(−1/1.325) ≈ 9.7×10⁵ h.

The actual pooled life is 3.31 times this prediction. The pooled plot is curved, so the apparent shape and this factor depend on how the line is fitted: a shape taken from the variance in equation (23) is 1.36 and gives a factor of 2.8, and a maximum-likelihood fit gives a shape near 1.2 and a factor near 6. The pooled time to a small failed fraction follows from the early tail, where the cumulative hazard is multiplied by E[X^(−β)] = exp(β²×0.50²/2). For p = 10⁻⁴ the chip value is (1.00×10⁴ h) exp(−0.20) = 8.2×10³ h, while equation (15) with the pooled characteristic life would give 1.02×10⁴ h. For an extrapolation to a smaller area, the error would have the opposite direction.

2.8 Obtaining the shape from two areas

The intrinsic shape can be found from the area dependence itself. Taking logarithms of the area law and solving for β gives

β = ln(A₂/A₁)/ln(η₁/η₂).   (24)

With a shared die factor, the pooled characteristic lives may be used if both structures sample the same distribution of X and X is uniform over the whole of the larger structure. Data from one comb size cannot show this uniformity. If X instead varied independently between comb-sized patches of the chip, the comb data would be unchanged, but the chip life would be close to (3.162×10⁶ h) exp(−0.20) = 2.59×10⁶ h and equation (24) would give 1.54. For a uniform X the intrinsic shape is recovered. The example gives

β = 9.2103/ln(1.0179×10⁹/3.2189×10⁶) = 1.60.

Let D = ln(η₁/η₂), and let δD be a small error in D. Differentiating β = ln(A₂/A₁)/D gives

δβ = −[β²/ln(A₂/A₁)] δD.

A wide range of areas therefore reduces the effect of errors in the measured lives. At least three areas are needed to test whether one exponent describes the data, since two points determine an exponent whether or not the law holds. If the exponent changes with area, the cause should be sought before the result is extrapolated. Possible causes include segments that are not Weibull, to which equation (19) applies, a difference in conditions between the structures, and a life factor shared by only part of a structure.

Computed results

```
INPUTS
Weibull shape beta: 1.60 (dimensionless)
Line height: 0.10 um
Test facing line length: 1.000e+04 um
Chip facing line length: 1.000e+08 um
Test characteristic life: 1.000e+09 h
Service time: 87600 h = 10 years
Target failed fraction: 1.0e-04
AREA SCALING
Test facing area: 1.000e+03 um^2
Chip facing area: 1.000e+07 um^2
Area ratio: 1.000e+04 (dimensionless)
Exponent -1/beta: -0.6250 (dimensionless)
Life factor chip/test: 3.1623e-03 (dimensionless)
Chip characteristic life: 3.1623e+06 h = 361.0 years
Same from binomial sum: 3.1623e+06 h
Gamma(1+1/beta): 0.8966 (dimensionless)
Chip mean life: 2.8352e+06 h
Chip time to target fraction: 1.0000e+04 h = 1.142 years
Test failed fraction at service time: 3.221e-07
Chip failed fraction at service time: 3.216e-03
Upward Weibull-plot shift: 9.2103 (dimensionless)
CHECKS
Largest relative error of power law: 8.9e-12
Life ratio, 5 to 2 segments: 0.5640 (dimensionless)
Simulated structures per size: 40000
Simulated area exponent: -0.6261 (dimensionless)
Simulated shape, 64 segments: 1.607 (dimensionless)
LOGNORMAL SEGMENTS
Standard deviation of ln(life): 0.80
Exponent, N from 1 to 10: -0.572
Exponent, N from 1000 to 10000: -0.218
SHARED DIE FACTOR
Standard deviation of ln(factor): 0.50
Variance of ln(life), formula: 0.8926
Variance of ln(life), simulated: 0.8943
Pooled area exponent: -0.6250 (dimensionless)
Apparent shape, 10 % to 90 %: 1.325 (dimensionless)
Pooled test characteristic life: 1.0179e+09 h
Pooled chip characteristic life: 3.2189e+06 h
Chip life from apparent shape: 9.7284e+05 h
Actual/predicted chip life: 3.31
```
